# Net ambipolar power in a capacitive discharge with modulated electron temperature, part 2

In a capacitive discharge, the radio-frequency current moves electrons back and forth along a density gradient, where they exchange energy with the ambipolar field $E_a=-T\,\partial_x\ln n$. The question is what net power remains after a full period.

One side of the discharge runs from its centre, $x=0$, to the innermost sheath edge, $x=d$. In atomic units (electron mass 1, charge $-1$, $T$ an energy), the static density $n(x)$ falls from $n_0$ to $n_s$, with $\Lambda=\ln(n_0/n_s)$. The mean electron velocity is $u$, and $\nu$ is the momentum-transfer collision frequency. The current density towards the electrode is $j=j_1\cos\omega t$, the transferred charge obeys $dq/dt=j$, and the uniform temperature is $T=T_0+T_1\cos(\omega t-\varphi)$. The mean ambipolar power delivered by this current is

$$
S_{\rm rf}=\tfrac12\,j_1T_1\Lambda\cos\varphi .
$$

It is proportional to the area enclosed by the cycle in the plane of $q$ and $T$, and vanishes if $T$ is a single-valued function of $q$.

The example is argon at 13.56 MHz, 50 mTorr and 300 K, with $d=12$ mm, $n_0=10^{10}$ cm$^{-3}$, $n_s=3\times10^9$ cm$^{-3}$, $j_1=2$ mA/cm$^2$, $T_0=3$ eV, $T_1=0.3$ eV, $\varphi=60^\circ$ and $\nu=1.6\times10^8$ s$^{-1}$. Its cosine profile is $n=n_0\cos kx$, with $\cos kd=n_s/n_0$ and $s=\sin kd$. In mW/cm$^2$, $S_{\rm rf}$ is 0.181 (0.361 at zero lag) and the Ohmic power is 0.20. A steady ion outflow of 0.129 mA/cm$^2$ adds $-0.37$. All mean field powers sum to 0.011, which pressure anisotropy would lower by about 0.2.

Now consider the energy balance of a section with no conducted heat through its ends and no ion outflow. It holds $N=\int_0^dn\,dx$ electrons per area, which carry the enthalpy flux $-\frac52jT$. Let $T_0$ be the temperature at which losses balance mean Ohmic heating, and $\gamma$ the rate at which a small departure from $T_0$ decays. With the Ohmic oscillation at $2\omega$ omitted, the balance is

$$
\frac32N\frac{dT}{dt}=jT\Lambda-\frac32N\gamma(T-T_0).
$$

If losses and Ohmic heating are both negligible, the last term is absent, and division by $\frac32NT$ gives

$$
\frac{d\ln T}{dt}=\frac{2\Lambda}{3N}\,\frac{dq}{dt},
\qquad
T=T_c\exp\left(\frac{2\Lambda q}{3N}\right),
$$

where $T_c$ is the temperature at $q=0$. The temperature is a function of $q$, so the net power vanishes for a periodic current of zero mean, even at large amplitude. The electrons are warmed by the field as they move inward and cooled by it as they return.

For weak driving with loss, write $T=T_0+\theta$ and replace $T$ by $T_0$ in the driving term:

$$
\frac{d\theta}{dt}+\gamma\theta=A\cos\omega t,
\qquad A=\frac{2j_1\Lambda T_0}{3N}.
$$

The trial form $\theta=a\cos\omega t+b\sin\omega t$ gives $\omega b+\gamma a=A$ from the cosine terms and $-\omega a+\gamma b=0$ from the sine terms. The second equation gives $b=\omega a/\gamma$. Substitution into the first then gives

$$
a=\frac{A\gamma}{\omega^2+\gamma^2},\qquad
b=\frac{A\omega}{\omega^2+\gamma^2}.
$$

Only the in-phase part $a=T_1\cos\varphi$ enters the mean power:

$$
S_{\rm rf}=\frac12j_1\Lambda a
=\frac{j_1^2\Lambda^2T_0\gamma}{3N(\omega^2+\gamma^2)} .
$$

The power is positive at this order. Loss lets the temperature fall back before the electrons return, and thereby opens the cycle. The balance was integrated numerically over twenty periods with $A/T_0=0.02\,\omega$ and $\gamma=0.3\,\omega$. The mean power in the last period agreed with the formula to within 0.2 percent of the formula value.

In the example, $k=\arccos(0.3)/d=1.055$ cm$^{-1}$, and the cosine profile gives $N=n_0s/k=9.0\times10^9$ cm$^{-2}$. The angular frequency is $8.52\times10^7$ s$^{-1}$. With a chosen loss rate of $10^6$ s$^{-1}$, the section's own modulation is 0.039 eV and its net power is $5.5\times10^{-4}$ mW/cm$^2$. This rate means losses that grow by 2.2 mW/cm$^2$ per eV, which suits total losses larger than the Ohmic power of the example. Losses that only balance 0.2 mW/cm$^2$ would give a rate nearer $10^5$ s$^{-1}$, and since $\gamma\ll\omega$ the net power would be smaller in proportion. The chosen modulation of 0.3 eV is nearly eight times larger. In this model it would have to be driven mainly by energy that enters through the boundary. The very small net power is specific to a uniform temperature, which assumes very fast heat conduction. Conduction at a finite rate also opens the cycle, and with the conductivity estimated below it would raise the section's own net ambipolar power to about 0.01 mW/cm$^2$.

The other side of the discharge must be counted with its own current direction. A current towards the right electrode is a current away from the left one. If a symmetric gap has one common temperature, its two halves receive $jT\Lambda$ and $-jT\Lambda$, and their sum is zero at every instant and every phase. With fixed section ends, a net effect in a symmetric gap therefore requires the two sides to differ in temperature. If the left side repeats the right side half a period later, both its current towards its own electrode and its modulation at $\omega$ change sign. Their product does not, and the two halves contribute equally.

This symmetry also exposes a limit of the one-sided model. The modulation at $\omega$ has opposite signs on the two sides, so a continuous temperature must have zero modulation at $\omega$ at the centre. Somewhere between the centre and the sheath edge there is a temperature gradient, and the field then contains the term $-\partial_xT$. This term is not part of the ambipolar field, but it does work on the same current. For one side,

$$
S_T=-\left\langle j\int_0^d\partial_xT\,dx\right\rangle
=-\left\langle j\,[T(d)-T(0)]\right\rangle
=-\tfrac12j_1T_1\cos\varphi ,
$$

where $T_1$ and $\varphi$ now refer to the sheath edge. The result does not depend on how the temperature varies in between. If the modulation is uniform except for a narrow transition at the centre, where the density is nearly flat, the two powers add to

$$
S_{\rm rf}+S_T=\tfrac12j_1T_1(\Lambda-1)\cos\varphi .
$$

For the example $S_T=-0.15$ mW/cm$^2$, and the sum is only 0.03 mW/cm$^2$. Both terms still vanish in quadrature. The ambipolar power by itself is therefore not the whole work of the pressure gradient, nor is it the whole energy input. When $\cos\varphi>0$, hotter electrons enter through the edge than leave through it. The mean enthalpy carried inward is $\frac52\times\frac12j_1T_1\cos\varphi$, or 0.375 mW/cm$^2$ here.

How the modulation varies inside the side affects the ambipolar part too. An estimate follows from heat conduction. Let the electron distribution be a local Maxwellian $f_0$ plus a small correction $\delta f$ that collisions remove at the rate $\nu$, and let $\epsilon=v^2/2T$. For zero particle flux, the pressure gradient balances the electric force, and the kinetic equation gives

$$
\delta f=-\frac{v_x}{\nu}
\left(\epsilon-\frac52\right)f_0\,\partial_x\ln T .
$$

The term $\frac52$ is the sum of $\frac32$ from the normalization of the Maxwellian and 1 from the force balance. The heat flux is the integral of $\frac12v^2v_x\,\delta f$. Isotropy replaces $v_x^2$ by $v^2/3=2T\epsilon/3$, and the Maxwellian averages are $\langle\epsilon^2\rangle=15/4$ and $\langle\epsilon^3\rangle=105/8$. Hence

$$
Q=-\frac{2nT^2}{3\nu}
\left(\frac{105}{8}-\frac52\cdot\frac{15}{4}\right)\partial_x\ln T
=-\frac{5nT}{2\nu}\,\partial_xT .
$$

Write the modulation as the real part of $\Theta(x)e^{i\omega t}$. If conduction alone carries it inward, the linear energy balance and its boundary values are

$$
\frac32i\omega n\Theta
=\frac{d}{dx}\left(\frac{5nT_0}{2\nu}\frac{d\Theta}{dx}\right),
\qquad \Theta(0)=0,\quad \Theta(d)=T_1e^{-i\varphi}.
$$

Since the equation is linear, the ambipolar power can be written with one complex weight $W$ that does not depend on $\varphi$:

$$
S_{\rm rf}=-\frac{j_1}{2}\,{\rm Re}\int_0^d\Theta\,\partial_x\ln n\,dx
=\tfrac12j_1T_1\Lambda\,{\rm Re}\left(We^{-i\varphi}\right).
$$

A uniform modulation has $W=1$. For the example, the numerical solution gives 0.084 mW/cm$^2$ at an edge lag of $60^\circ$ and $-0.028$ mW/cm$^2$ at $90^\circ$. Since ${\rm Re}(We^{-i\varphi})={\rm Re}\,W\cos\varphi+{\rm Im}\,W\sin\varphi$, the second value gives ${\rm Im}\,W=-0.028/0.361=-0.08$. The first then gives ${\rm Re}\,W=0.60$. The weight has magnitude 0.61 and an additional lag of about $7^\circ$. The interior modulation is weaker than at the edge and arrives later. The zero consequently moves from an edge lag of $90^\circ$ to about $83^\circ$. When the modulation varies in space, it is the average of the complex modulation $\Theta$, weighted by the gradient of $\ln n$, that must be in quadrature with the current. Adding $S_T$ at $60^\circ$ gives $0.084-0.150=-0.066$ mW/cm$^2$, so in this estimate the total work of the pressure gradient has the opposite sign to its ambipolar part.

A second idealization is the fixed end of the section. When the sheath retreats, electrons fill some of the region beyond $d$. Let the electron edge be at $x_e(t)$. It moves with the electrons, so $n(x_e)\,dx_e/dt=-j$. Continue the cosine profile outward and integrate, with $x_e=d$ when $q$ is largest:

$$
\sin kx_e=s+\frac{kj_1}{\omega n_0}(1-\sin\omega t).
$$

The edge travels 1.24 mm in the example. The logarithm in the power becomes $\Lambda_e=\ln[n_0/n(x_e)]$, which depends on time through $\sin\omega t$ alone. An average of $\cos\omega t$ times any function of $\sin\omega t$ vanishes, because the product is the time derivative of a periodic function. In the average of $jT\Lambda_e$, this removes the term with $T_0$ and the part of the modulation proportional to $\sin\omega t$. What remains is

$$
S_{\rm rf}=j_1T_1\cos\varphi\,
\left\langle\Lambda_e\cos^2\omega t\right\rangle .
$$

For this sinusoidal modulation, the zero in quadrature survives the sheath motion. At $60^\circ$ the power rises from 0.181 to 0.213 mW/cm$^2$, by 18 percent of the fixed-edge value, because the added region has a lower density and a larger logarithm. This figure belongs to the cosine continuation, in which the density falls by only a factor of 1.7 beyond $d$. In a real sheath the accelerating ions thin out faster. A collisionless sheath model with the same current and edge density gives a fall by a factor of about 4 over 1.9 mm and a rise of about 40 percent. A temperature component at $2\omega$, which has no effect with a fixed edge, can now contribute as well. With an amplitude of 0.3 eV it adds or removes up to 0.04 mW/cm$^2$ per side, depending on its phase, even if both sides share the same temperature.

The remaining approximations have different weights. At the sheath edge the squared ratio of drive frequency to electron plasma frequency is $7.6\times10^{-4}$, which sets the scale of the neglected displacement current. With collisions and the modulated ambipolar field included, that current is about 0.4 percent of the total there. The squared ratio of ion plasma frequency to drive frequency is 0.018 at the edge and 0.060 at the centre, which supports a static ion density. The ionization rate is $5.5\times10^{-4}$ of the collision frequency, so the drag from newly created electrons is small. The scalar pressure has much weaker support. The flow compresses the electrons along $x$ only, and collisions share the energy among the three directions at a rate not far above the drive frequency. A first-order estimate takes the extra stress along $x$ as $-\frac43nT\,\partial_xu/(\nu+i\omega)$. It gives a mean heating of about 0.11 mW/cm$^2$, which is comparable with the Ohmic and ambipolar powers. The work of the corresponding field is about $-0.16$ mW/cm$^2$, the lowering of about 0.2 quoted earlier. The difference, about 0.27 mW/cm$^2$, is energy that the stress carries inward through the sheath edge. If the stress relaxed at $2\nu$, heating and field work would be about 0.07 and $-0.10$ mW/cm$^2$. Temperature uniformity is also poorly supported. An electron at the mean thermal speed crosses the section in 0.88 rad of the drive phase, and therefore cannot average the temperature over the section within a small part of a period.

Set beside a real argon processing discharge at 13.56 MHz and tens of mTorr, the density, electron temperature and current density used here are each of a plausible order, but together they do not close the power balance. With excitation included, an ion pair in argon at 3 eV costs roughly 60 eV, or about 8 mW/cm$^2$ for the outflow of the example. The Ohmic power is 0.2 and the enthalpy inflow 0.375 mW/cm$^2$. A real discharge at this density needs a larger current. The modulation amplitude and phase are free choices, and the constant collision coefficient replaces a strong dependence on electron energy in argon. The assumption under most strain is the uniform, Maxwellian temperature. The conduction estimate lowers the ambipolar power by about half, from 0.181 to 0.084 mW/cm$^2$, but it is itself rough: the mean free path is 7.2 mm in a section of 12 mm, and the drive angular frequency is about half the collision frequency. The conduction equation also omits convection and compression. Heating and cooling by the ambipolar field inside the section, the compression part, would raise the 0.084 to about 0.095 mW/cm$^2$ and put the zero near an edge lag of $85^\circ$. A quantitative prediction for a particular reactor needs a kinetic calculation of the pressure and its phase at each position. The numerical output lists the main values for the example.

## Numbers as computed

```
Drive frequency: 13.56 MHz
Gas pressure: 50 mTorr
Gas temperature: 300 K
Momentum-transfer rate coefficient: 1e-07 cm3/s
Collision frequency: 1.609e+08 1/s
Centre density n0: 1e+10 cm^-3
Sheath-edge density ns: 3e+09 cm^-3
Section length d: 12 mm
Current amplitude j1: 2 mA/cm2
Mean temperature T0: 3 eV
Temperature modulation T1: 0.3 eV
Temperature lag phi: 60 degrees
Logarithm ln(n0/ns): 1.204 (no unit)
S_rf by quadrature, lag 0 degrees: 0.3612 mW/cm2
S_rf by quadrature, lag 60 degrees: 0.1806 mW/cm2
S_rf by quadrature, lag 90 degrees: -0.0000 mW/cm2
S_rf by quadrature, lag 120 degrees: -0.1806 mW/cm2
S_rf by quadrature, lag 180 degrees: -0.3612 mW/cm2
S_rf from formula, chosen lag: 0.1806 mW/cm2
Same S_rf converted: 0.1127 eV/(s angstrom2)
Peak instantaneous ambipolar power: 7.609 mW/cm2
Ohmic power of rf current: 0.2029 mW/cm2
Bohm speed: 2.692e+05 cm/s
Ion outflow term: -0.3743 mW/cm2
Complete ambipolar power, chosen lag: -0.1937 mW/cm2
Total field power, chosen lag: 0.011 mW/cm2
Isolated section: energy loss rate: 1e+06 1/s
Isolated section: own modulation: 0.039 eV
Isolated section: own S_rf: 0.000551 mW/cm2
Sizes of neglected effects
Sheath-edge travel: 1.24 mm
S_rf with moving edge, chosen lag: 0.213 mW/cm2
S_rf with moving edge, lag 90 degrees: 0.0000 mW/cm2
S_rf with conduction profile, chosen edge lag: 0.0843 mW/cm2
S_rf with conduction profile, edge lag 90 degrees: -0.0282 mW/cm2
Mesh shift of conduction result (1000 to 2000 cells): 3.4e-08 mW/cm2
Displacement current: (omega/omega_pe)^2 at edge: 0.00076 (no unit)
Ion response: (omega_pi/omega)^2 at edge: 0.018 (no unit)
Mean inertial power with outflow: 0.0009 mW/cm2
Ionization drag: ionization/collision frequency: 0.00055 (no unit)
Electron mean free path: 7.2 mm
Transit phase omega*d/mean speed: 0.88 rad
```
